Counting the Quadratic Invariants of a Cubic Spin-3/2 Valence Edge

**Q:** I want to describe holes near the valence edge of a cubic semiconductor. Four states meet at k = 0, so I need a 4×4 matrix H(k). How many constants do its terms of second order in k contain?

**A:** Before symmetry is used, very many. Eliminating the distant bands by perturbation theory leaves second-order terms of the form

H(k) = Σ_a p_a(k) M_a, with p_a = k_x², k_y², k_z², k_yk_z, k_zk_x, k_xk_y.

There are six products, not nine, because without a magnetic field the components of k commute. Each M_a is a Hermitian 4×4 matrix with 16 real parameters, so there are 6 × 16 = 96 real constants.

I use atomic units in the algebra and measure electron energy from the edge. A hole energy is minus an electron energy. The four states transform like a spin 3/2, with spin matrices J_x, J_y, J_z.

**Q:** What does symmetry demand of these constants?

**A:** For every rotation R of the crystal, represented by D(R) on the four states,

D(R) H(R⁻¹k) D(R)† = H(k).

This replaces k by R⁻¹k and the vector J by R⁻¹J, so H must keep its form when k and J are rotated together. Time reversal Θ reverses both vectors and requires

Θ H(−k) Θ⁻¹ = H(k), ΘJΘ⁻¹ = −J.

**Q:** "Cubic" covers several point groups. Germanium has inversion and gallium arsenide does not.

**A:** I assume O, T_d or O_h. At second order they impose the same conditions. Inversion leaves k_ik_j unchanged, and its sign ±1 on the four states cancels between D and D†. The improper elements of T_d are rotations of O multiplied by inversion, so they act here like those rotations. The smaller cubic groups T and T_h need separate treatment.

**Q:** Then start with the matrices. Which of the 16 survive time reversal?

**A:** Under rotations, Hermitian matrices on a spin 3/2 divide into tensors of rank 0, 1, 2 and 3, with 1 + 3 + 5 + 7 = 16 members. Each rank r can be built from symmetrized products of r factors of J. None is missing, since J₊^r, the top component of rank r, is nonzero for r ≤ 3.

With real coefficients, time reversal multiplies rank r by (−1)^r. Because p_a(−k) = p_a(k), every M_a must be even under Θ. Ranks 0 and 2 remain, six matrices in all. With {A,B} = AB + BA they may be chosen as

J_x², J_y², J_z², {J_y,J_z}, {J_z,J_x}, {J_x,J_y}.

Rank 0 is contained in the sum J_x² + J_y² + J_z² = 15/4. There are now 6 × 6 = 36 constants.

**Q:** That is still far too many. What do the rotations remove?

**A:** Take first the half-turns about the three axes. The one about z reverses k_x, k_y, J_x and J_y. Under the half-turns about x, y and z the products therefore have these signs:

squares: (+, +, +)
yz: (+, −, −)
zx: (−, +, −)
xy: (−, −, +)

The same table holds for k and J. A k-product can multiply only a matrix with the same signs, or their product would change sign. This leaves

H = Σ_ij c_ij k_i²J_j² + c₁k_yk_z{J_y,J_z} + c₂k_zk_x{J_z,J_x} + c₃k_xk_y{J_x,J_y}.

The third-turn about [111] cycles x, y and z, so c₁ = c₂ = c₃ = c. The quarter-turn about z exchanges the x and y squares. Together these operations produce all permutations of the axes. All diagonal c_ij must then equal one number p, and all off-diagonal ones another number q:

Σ_ij c_ij k_i²J_j² = (p − q) Σ_i k_i²J_i² + q k²J².

A quarter-turn gives the mixed k-product and its matrix partner the same sign, so c remains free. Three constants are left: p, q and c.

**Q:** Could those three terms be secretly dependent?

**A:** No. I rename the constants γ2 = p − q, γ3 = c and −½γ1 = (15/4)q + (5/4)γ2, which gives

H = −½γ1k² + γ2 Σ_i k_i²(J_i² − 5/4) + γ3 Σ_{i<j} k_ik_j{J_i,J_j}.

Suppose H vanishes for every k. The last two terms are traceless, since Tr J_i² = 5, so the trace gives γ1 = 0. With k along z what remains is γ2k²(J_z² − 5/4), and this matrix is nonzero, so γ2 = 0. A k with two nonzero components then gives γ3 = 0. Hermiticity makes all three constants real. The allowed space has dimension exactly three.

**Q:** I would like a count that does not depend on your choice of matrices.

**A:** Averaging the action of all 24 rotations of O projects onto the invariants, and the trace of a projector is the dimension of its space. If R has eigenvalues λ_i, its trace on the six products is

χ(R) = Σ_{i≤j} λ_iλ_j = ½[(tr R)² + tr R²].

Here tr R = 1 + 2cos θ for a rotation by θ. The classes give:

identity (1 element): ½(9 + 3) = 6
third-turns (8): ½(0 + 0) = 0
half-turns about cube axes (3): ½(1 + 3) = 2
quarter-turns (6): ½(1 − 1) = 0
half-turns about face diagonals (6): ½(1 + 3) = 2

The six time-even matrices are symmetrized products of a vector too, so they have the same χ. The dimension is

(1·36 + 8·0 + 3·4 + 6·0 + 6·4)/24 = 72/24 = 3.

Solving the symmetry conditions numerically for all 96 original coefficients also gives three, for each of O, T_d and O_h.

**Q:** Symmetry permits three constants. Might the physics of p-like valence states still tie them together?

**A:** Consider three p orbitals |x⟩, |y⟩, |z⟩ whose Hamiltonian has diagonal elements Lk_i² + M(k² − k_i²) and off-diagonal elements Nk_ik_j. Cubic symmetry allows any real L, M and N. Let ℓ be the orbital angular momentum, with (ℓ_i)_kl = −iε_ikl. Multiplying two such matrices gives

ℓ_iℓ_j = δ_ij − |j⟩⟨i|.

Hence |i⟩⟨i| = 1 − ℓ_i², and |i⟩⟨j| + |j⟩⟨i| = −{ℓ_i,ℓ_j} for i ≠ j. The orbital Hamiltonian becomes

H_orb = Mk² + (L − M) Σ_i k_i²(1 − ℓ_i²) − N Σ_{i<j} k_ik_j{ℓ_i,ℓ_j}.

Spin-orbit coupling separates the j = 3/2 quartet from a j = 1/2 pair. Rank 2 occurs once among matrices on the quartet, so projection turns ℓ_i² − 2/3 into a multiple of J_i² − 5/4. In the state m = 3/2, where ℓ_z = 1, the two z components are 1/3 and 1, so the factor is 1/3. It applies to the mixed products as well. Comparing terms,

−½γ1 = (L + 2M)/3, γ2 = −(L − M)/3, γ3 = −N/3.

This can be inverted:

L = −(γ1 + 4γ2)/2, M = −(γ1 − 2γ2)/2, N = −3γ3.

Every choice of the three γ's is therefore realized by some L, M and N.

**Q:** How do the constants appear in the energies?

**A:** In the order m = 3/2, 1/2, −1/2, −3/2, the traceless part of H is

[ P, S, R, 0 ]
[ S*, −P, 0, R ]
[ R*, 0, −P, −S ]
[ 0, R*, −S*, P ]

with

P = γ2[k_z² − ½(k_x² + k_y²)],
S = √3 γ3 k_z(k_x − ik_y),
R = √3[½γ2(k_x² − k_y²) − iγ3k_xk_y].

In its square the off-diagonal elements cancel in pairs. For example, the (1,2) element is PS − SP = 0 and the (1,4) element is SR − RS = 0. Each diagonal element is P² + |S|² + |R|². Write Q = k_x²k_y² + k_y²k_z² + k_z²k_x². The γ2² part is

[k_z² − ½(k_x² + k_y²)]² + ¾(k_x² − k_y²)² = k_x⁴ + k_y⁴ + k_z⁴ − Q = k⁴ − 3Q,

and the γ3² part is 3Q. Since the matrix is traceless, each sign of the root occurs twice:

E = −½γ1k² ± √[γ2²k⁴ + 3(γ3² − γ2²)Q].

The upper sign is the heavy pair when ½γ1k² exceeds the root, so that both hole energies are positive. Along [100], Q = 0. Along [110], Q = k⁴/4, and along [111], Q = k⁴/3. The root divided by k² is then |γ2|, √(¼γ2² + ¾γ3²) and |γ3|. These energies do not reveal the signs of γ2 and γ3.

**Q:** When would fewer than three constants suffice?

**A:** If the edge had full rotational symmetry, γ2 and γ3 would be equal. The two terms would combine into γ2[(k·J)² − (5/4)k²], the Q term would vanish, and the energies would be isotropic. Two constants remain. The difference γ3 − γ2 is what the cubic lattice adds.

**Q:** And which of your assumptions keeps the number from being larger?

**A:** Each one does, and they can be dropped separately.

Without time reversal, odd matrices enter. With half-turn signs (+, −, −) they are J_x, J_x³ and V_x = {J_x, J_y² − J_z²}. A quarter-turn about x reverses k_yk_z. It also reverses V_x, but not J_x or J_x³. One new term results:

k_yk_zV_x + k_zk_xV_y + k_xk_yV_z.

The one other odd matrix, the symmetrized J_xJ_yJ_z, has signs (+, +, +). Third-turns would pair it with k², but a quarter-turn reverses it and not k². The total is four.

A magnetic field B is unchanged by inversion and odd in time. The same list now selects the matrices that a quarter-turn preserves, giving two terms, B·J and Σ_iB_iJ_i³. This is why zero field belongs in the statement.

In T and T_h there are no quarter-turns, so the axes can be cycled but not exchanged. The array c_ij then has three constants instead of two, and the total is again four. The new term may be written

−(δ/√3)[k_x²(J_y² − J_z²) + k_y²(J_z² − J_x²) + k_z²(J_x² − J_y²)].

Let e₁ = k_z² − ½(k_x² + k_y²) and e₂ = (√3/2)(k_x² − k_y²). The pair (P, Re R) changes from γ2(e₁, e₂) to γ2(e₁, e₂) + δ(e₂, −e₁). The two vectors are perpendicular, so the energies change only through γ2² → γ2² + δ². In the purely quadratic four-band model, zero-field bulk energies alone cannot expose this fourth constant.

**Q:** Does the missing inversion of a III-V crystal really have no effect?

**A:** It has none on the quadratic count, but it allows a linear term. In T_d the quarter-turn about z is combined with inversion and reverses k_z. It also reverses V_z, so Σ_ik_iV_i is allowed, while k·J and Σ_ik_iJ_i³ are not. In O_h inversion forbids all linear terms.

**Q:** Put in numbers. Do three constants give noticeably different masses along different directions?

**A:** Take γ1 = 13.4, γ2 = 4.2 and γ3 = 5.7, rough values in the regime of germanium. Its inversion symmetry removes the linear term. With k = 0.020 Å⁻¹ (0.20 nm⁻¹) and ħ²/m0 = 7.62 eV Å²,

½(ħ²/m0)k² = ½ × 7.62 × 0.0004 = 0.001524 eV.

Along [100] the heavy factor is 13.4 − 2 × 4.2 = 5.0 and the light factor is 21.8. Multiplication gives hole energies of 0.0076 and 0.0332 eV. The inverse factors are the masses, 0.200 and 0.046 m0.

Along [111], γ3 replaces γ2. The heavy factor is 13.4 − 11.4 = 2.0, so the energy is 0.0030 eV and the mass 0.50 m0. The light mass is 0.040 m0. Along [110] the masses are 0.37 and 0.041 m0.

The heavy mass varies by a factor of 2.5 because its inverse is a small difference between large numbers. The light inverse mass is a sum. It changes by the same amount, 3.0/m0 between [100] and [111], but this is a much smaller fraction of its value.

**Q:** How far can I trust those energies when the split-off band is nearby?

**A:** Take k along z. The light state m = 1/2 contains |z⟩ with amplitude √(2/3), and its split-off partner with amplitude of size 1/√3. Their coupling has magnitude |L − M|k²√2/3 = √2γ2k². In second order it lowers the light-hole energy by approximately 2γ2²k⁴/Δ, where Δ is the split-off energy. The heavy state m = 3/2 has no |z⟩ part and does not couple.

With a rough Δ = 0.3 eV, diagonalizing the six-band model at the example's k lowers the light-hole energy by 3.4% along [100] and 5.6% along [111], relative to the four-band values. The heavy energy is unchanged in those directions and falls by 1.4% along [110].

The conduction band matters too. A two-level model with a rough 0.8 eV gap, which assigns the whole light-hole curvature to that band, lowers the [100] light-hole energy by 3.8%. This is only a size estimate, but both effects are of order k⁴ and act in the same direction, so they nearly add. An eight-band model containing both, with Kane energies of 20 to 26 eV and gaps of 0.8 to 0.9 eV, lowers the light-hole energy at this k by 6 to 7% along [100] and 8 to 9% along [111].

**Q:** What survives in a thin transistor channel at room temperature?

**A:** At 300 K, kT is 0.026 eV. A [110] heavy hole reaches that four-band energy at 0.050 Å⁻¹, where the split-off band already lowers it by 8.9%. A channel with 10¹³ holes per cm² in 5 nm has a mean density of 2 × 10¹⁹ cm⁻³. Placing these holes in one spherical, twofold bulk band gives a Fermi wave vector of 0.084 Å⁻¹. This ignores confinement and the anisotropy of the bands, so it sets only the scale of k in a real channel. At that k the bulk [110] heavy-hole shift is 23%, so the four-band model is no longer a good quantitative guide. Silicon has a much smaller split-off energy, roughly 0.04 eV. Along [110] and [111] its quartet can be treated alone only over a narrower energy range. Along [100] this need not be so, because silicon's small γ2 keeps the coupling to the split-off band weak.

Real channels also break cubic symmetry. For strain along the axes with ε_xx = ε_yy, a term b(ε_zz − ε_xx)(J_z² − 5/4) with rough size b = 2 eV and a strain difference of 0.01 splits the edge by 2 × 2 × 0.01 = 0.040 eV in the four-band model. Coupling to a split-off band 0.3 eV away changes this to 0.037 or 0.042 eV, depending on the sign of the term. Hard walls 10 nm apart along [001] separate the lowest heavy and light levels by about 0.06 eV at zero in-plane k in the four-band model. Both are comparable to the light-hole energies of the example or larger, so strain and confinement must enter H before masses are read from it.

For a III-V crystal, take the linear term as (C/√3)Σ_ik_iV_i with a rough C = 0.005 eV Å, and keep the other parameters fixed. At the example's k along [110] this term alone splits the heavy pair by 0.00027 eV, about 6.5% of its energy. Missing inversion also allows terms cubic in k. One of the form Σ k_x(k_y² − k_z²)J_x (cyclic sum), with a rough coefficient of 80 eV Å³, changes the heavy splitting by about a quarter, up or down according to its sign. It splits the light pair by about 0.0007 eV, far more than the linear term does. These estimates hold the band parameters fixed with temperature and omit remote-band terms beyond second order. The remaining values are in the numerical output.

**Q:** If strain breaks the symmetry, must I start the counting again?

**A:** Not for terms linear in strain and independent of k. The tensor ε_ij is symmetric, even in time and transforms like k_ik_j. The same argument gives three constants: one shifts the edge, one multiplies Σ_iε_ii(J_i² − 5/4), and one multiplies Σ_{i<j}ε_ij{J_i,J_j}. The strained crystal has lower symmetry, but the coefficients of its first-order response are fixed by the unstrained cubic crystal.

Values computed for the example and the checks

```
Allowed quadratic terms, O / T_d / O_h: 3 3 3
Allowed quadratic terms, T / T_h: 4 4
Allowed quadratic terms, all rotations: 2
Quadratic terms in O_h without time reversal: 4
Linear terms, O / T_d / O_h: 2 1 0
Terms linear in magnetic field, O_h: 2
Time-even Hermitian matrices: 6
Their characters on E, C3, C2, C4, C2prime: 6 0 2 0 2
Character sums O, T, O without time reversal: 3.000, 4.000, 4.000
Band parameters g1, g2, g3 (rough): 13.4, 4.2, 5.7
hbar^2/m0 = 7.6200 eV A^2
p-orbital L, M, N = -115.06, -19.05, -130.30 eV A^2
Example wave vector = 0.020 1/A = 0.20 1/nm
[100] heavy, light hole energy = 0.00762, 0.03322 eV
[100] heavy, light mass = 0.2000, 0.0459 m0
[110] heavy, light hole energy = 0.00407, 0.03677 eV
[110] heavy, light mass = 0.3744, 0.0414 m0
[111] heavy, light hole energy = 0.00305, 0.03780 eV
[111] heavy, light mass = 0.5000, 0.0403 m0
Time-odd coefficient (trial, units hbar^2/m0) = 0.1
Heavy pair splitting it causes on [111] = 8.621e-04 eV
Split-off energy (rough) = 0.3 eV
[100] split-off effect at example k, heavy, light = -0.00, -3.42 %
[110] split-off effect at example k, heavy, light = -1.43, -4.92 %
[111] split-off effect at example k, heavy, light = -0.00, -5.61 %
Temperature = 300 K, kT = 0.02585 eV
[110] k at hole energy kT, heavy, light = 0.0504, 0.0168 1/A
Split-off effect there, heavy, light = -8.91, -3.41 %
Channel: 1e+13 cm^-2 in 5 nm = 2.0e+19 cm^-3
Fermi k, one spherical twofold band = 0.0840 1/A
[110] heavy split-off effect there = -22.77 %
Direct gap (rough) = 0.8 eV
[100] light hole, two-band effect = -3.84 %
III-V linear coefficient (rough) = 0.005 eV A
[110] pair splitting, heavy, light = 2.65e-04, 8.12e-05 eV
Deformation potential size (rough) = 2.0 eV
Strain difference zz-xx = 0.01, edge splitting = 0.0400 eV
Hard-wall [001] width = 10 nm, heavy-light splitting = 0.0632 eV
```
